# Apparent ballistic mobility of a 20 nm nondegenerate channel

## Problem

A two-dimensional semiconductor channel of length $L=20$ nm joins a source and a drain at $T=300$ K. Its electrons are nondegenerate, and their injection velocity is $v_{\rm inj}=7.6\times10^{6}$ cm/s. No electron scatters between source and drain. A small drain bias $V$ is applied, the current is measured, and a mobility is extracted as if the channel were an ordinary resistor obeying the drift law. What mobility is found?

The following conventions make the question definite.

- The band is parabolic with an isotropic mass $m$, and the motion is classical.
- The source and drain are ideal reservoirs: each emits electrons in thermal equilibrium and absorbs every electron that reaches it.
- The sheet density $n$ is taken at the top of the potential barrier between source and channel, where the gate holds it fixed.
- The injection velocity is the mean velocity along the channel, $x$, of those electrons at the barrier top that move forward, towards the drain.
- $J$ is the magnitude of the current per unit width, and $q>0$ is the elementary charge. The drain is positive, so electrons flow from source to drain.
- The apparent mobility $\mu$ is defined by the drift law for a uniform channel with field $V/L$,

$$J=qn\mu\frac{V}{L}. \tag{1}$$

## First estimate by scaling

Without scattering inside the channel, the only time available is the transit time, $\tau\sim L/v_{\rm inj}$. The usual relation between mobility and free time then suggests

$$\mu\sim\frac{q\tau}{m}\sim\frac{qL}{m v_{\rm inj}} .$$

The mass is not given, but thermal motion ties it to the velocity. Up to a numerical factor $mv_{\rm inj}^2\sim kT$, so $1/m\sim v_{\rm inj}^2/kT$ and

$$\mu\sim\frac{v_{\rm inj}L}{kT/q}.$$

With $v_{\rm inj}L=15.20$ cm²/s and $kT/q=25.852$ mV, this is

$$\mu\sim\frac{15.20}{0.025852}\approx 588\ \text{cm}^2/\text{Vs}.$$

The argument fixes the dependence on $v_{\rm inj}$, $L$ and $T$, but not the numerical prefactor. That requires counting the electrons that move each way.

## Exact solution within the model

### The injection velocity

In a nondegenerate gas the probability of a velocity component $v_x$ is proportional to $\exp(-mv_x^2/2kT)$. The other component factors out of the average. Over the forward half of the distribution,

$$v_{\rm inj}=\frac{\int_0^\infty v_x e^{-mv_x^2/2kT}\,dv_x}{\int_0^\infty e^{-mv_x^2/2kT}\,dv_x}.$$

The numerator is $kT/m$, because its integrand is the derivative of $-(kT/m)e^{-mv_x^2/2kT}$. The denominator is half a Gaussian integral, $\tfrac12\sqrt{2\pi kT/m}$. Hence

$$v_{\rm inj}=\frac{kT}{m}\,\frac{2}{\sqrt{2\pi kT/m}}=\sqrt{\frac{2kT}{\pi m}}. \tag{2}$$

Solving for the mass gives $m=2kT/(\pi v_{\rm inj}^2)$, which is 0.501 free-electron masses for the stated velocity. The mobility can be found without this number, but it identifies the kind of material to which the problem belongs.

### The two streams at the barrier top

An electron moving forward at the barrier top must have come from the source, since nothing in the channel could have turned it round. An electron moving backward there must have come from the drain. The forward states are therefore filled according to the source Fermi level, and the backward states according to the drain Fermi level, which lies lower by $qV$.

For a nondegenerate gas, lowering the Fermi level by $qV$ multiplies every occupation by $e^{-u}$, where

$$u=\frac{qV}{kT}.$$

There are as many backward states as forward ones, so the densities $n_+$ and $n_-$ of the two streams obey

$$n_-=n_+e^{-u},\qquad n_++n_-=n .$$

Substituting the first equation into the second gives

$$n_+=\frac{n}{1+e^{-u}},\qquad n_-=\frac{n\,e^{-u}}{1+e^{-u}} .$$

The factor $e^{-u}$ changes the size of the backward stream but not the shape of its velocity distribution. Both streams therefore have mean speed $v_{\rm inj}$ along $x$, in opposite directions.

### Current and mobility

The net current is the difference of the two flows:

$$J=qv_{\rm inj}(n_+-n_-)=qnv_{\rm inj}\frac{1-e^{-u}}{1+e^{-u}} .$$

Multiplying numerator and denominator by $e^{u/2}$ turns the fraction into a hyperbolic tangent:

$$J=qnv_{\rm inj}\tanh\frac{u}{2}. \tag{3}$$

For $u\ll1$, $\tanh(u/2)\approx u/2$, and

$$J\approx qnv_{\rm inj}\frac{qV}{2kT}. \tag{4}$$

Equating (4) with the drift law (1) and cancelling $qnV$ from both sides gives $\mu/L=v_{\rm inj}q/(2kT)$. The apparent ballistic mobility is therefore

$$\boxed{\mu_B=\frac{v_{\rm inj}L}{2kT/q}}. \tag{5}$$

For the numbers of the problem, $L=2.0\times10^{-6}$ cm and $2kT/q=0.051704$ V, so

$$\mu_B=\frac{(7.6\times10^{6})(2.0\times10^{-6})}{0.051704}
=\frac{15.20}{0.051704}\approx 294\ \text{cm}^2/\text{Vs},$$

or $0.0294$ m²/Vs. The units agree, since cm²/s divided by V is cm²/Vs.

Equation (5) was also tested without using (3) or (4). The velocities and Fermi occupations were summed over momentum states at a density of $10^{6}$ cm⁻² and a bias of 0.1 mV, with the density held fixed. The sum gives 293.98 cm²/Vs, the same as the formula to the digits shown.

### What the result means

The length in (5) comes from the drift law, not from the motion of the electrons. By (4), the ballistic resistance times width is

$$R_B=\frac{V}{J}=\frac{2kT/q}{qnv_{\rm inj}}, \tag{6}$$

which does not contain $L$. At $n=10^{12}$ cm⁻² it is 425 Ω µm. Halving the channel length at fixed $n$, $T$ and $v_{\rm inj}$ leaves this resistance unchanged, whereas the drift law expects it to halve. The extraction can reconcile the two only by reporting half the mobility. A fall of apparent mobility with length is thus no sign, in this model, that the material has become worse.

## Comparison of the two

The estimate has the right dependence on every given quantity, but it is twice the exact result: 588 against 294 cm²/Vs. That ratio depends on having set $mv_{\rm inj}^2$ equal to $kT$. With the exact value $2kT/\pi$ from (2), the starting form $qL/(mv_{\rm inj})$ would be $\pi$ times the exact result. Scaling cannot settle such factors, but counting the two streams does. At equilibrium only half of the electrons, $n/2$, move forward. A small bias makes the backward stream weaker than the forward one by the fraction $u$, so the net flow is $(n/2)v_{\rm inj}u$. This is the origin of the factor $\tfrac12$ in (5).

This factor $\tfrac12$ does not come from holding $n$ fixed. Suppose instead that the forward stream stays at its equilibrium value $n/2$ while the drain bias is raised. Then

$$J=q\frac n2v_{\rm inj}(1-e^{-u})\approx q\frac n2v_{\rm inj}u ,$$

which is again (4). The two conditions differ at large bias: the current tends to $qnv_{\rm inj}$ at fixed total density, but to half of that at fixed forward density.

The temperature dependence also needs care. At fixed $v_{\rm inj}$, both expressions vary as $1/T$. In a given material it is the mass that stays fixed, and by (2) $v_{\rm inj}\propto T^{1/2}$, so $\mu_B\propto T^{-1/2}$. At 358 K, a plausible temperature of use, the velocity rises to $8.30\times10^6$ cm/s while the mobility falls to 269 cm²/Vs.

## Where the result stops holding

### Larger drain bias

If (1) is still used to define a mobility at finite bias, equation (3) gives

$$\mu(V)=\frac{JL}{qnV}=\mu_B\,\frac{\tanh(u/2)}{u/2}.$$

At 10 mV, $u/2=10/51.704=0.193$. The factor is 0.988 and the mobility is 290 cm²/Vs. At 50 mV the factor is 0.773 and the mobility is 227 cm²/Vs. The bias must therefore be small compared with $2kT/q\approx52$ mV. For $u\gg1$ the current saturates and the extracted mobility falls as $v_{\rm inj}L/V$.

### Degeneracy

At higher density the Pauli principle matters. Let $g$ be the number of spin and valley states and define

$$N_{2D}=\frac{gmkT}{2\pi\hbar^2},\qquad
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}} .$$

Here $\varepsilon$ is the kinetic energy and $\eta$ the Fermi level measured from the barrier top, both in units of $kT$. The density of states in two dimensions is constant, so at equilibrium

$$n=N_{2D}F_0(\eta)=N_{2D}\ln(1+e^\eta).$$

Half of these states move forward. At energy $\varepsilon$ their speed is $\sqrt{2kT\varepsilon/m}$, and the average of $\cos\theta$ over the forward half-circle is $2/\pi$. The forward flux is then

$$\Phi_+=\frac{N_{2D}}2\,\frac2\pi\sqrt{\frac{2kT}{m}}\int_0^\infty\frac{\varepsilon^{1/2}d\varepsilon}{1+e^{\varepsilon-\eta}}
=\frac{N_{2D}}2v_{\rm inj}F_{1/2}(\eta),$$

where the integral equals $\Gamma(3/2)F_{1/2}=\tfrac{\sqrt\pi}{2}F_{1/2}$, and $v_{\rm inj}$ still denotes the nondegenerate value (2). Dividing by the forward density $N_{2D}F_0/2$ shows that the true injection velocity is $v_{\rm inj}F_{1/2}/F_0$.

A bias lowers $\eta$ by $u$ for the backward stream relative to the forward one. Since $dF_{1/2}/d\eta=F_{-1/2}$, the net current to first order is

$$J=q\frac{N_{2D}}2v_{\rm inj}F_{-1/2}(\eta)\,u .$$

The small common shift of $\eta$ that keeps $n$ fixed changes this only at second order. Inserting $J$ and $n$ into (1) gives

$$\mu=\mu_B\frac{F_{-1/2}(\eta)}{F_0(\eta)}. \tag{7}$$

With $g=4$, $N_{2D}=1.08\times10^{13}$ cm⁻². At $10^{12}$ cm⁻² the mobility factor is 0.981, giving 288 cm²/Vs, so the nondegenerate formula is 2% too high relative to its own value. At $10^{13}$ cm⁻² the factor is 0.837 and the mobility is 246 cm²/Vs, although the injection velocity has risen by 14% to $8.66\times10^6$ cm/s.

The two trends are compatible. Filling higher states makes the average electron faster, but a small bias changes each occupation $f$ in proportion to $f(1-f)$, so electrons in well-filled states contribute less to the net flow. In the strongly degenerate limit $F_{-1/2}\to2\sqrt{\eta/\pi}$ and $F_0\to\eta$, so the mobility factor falls as $2/\sqrt{\pi\eta}$. Putting the raised velocity into (5) would move the answer the wrong way.

### Scattering

Let $F_+$ and $F_-$ now denote the forward and backward particle fluxes in a flat channel, and let $\lambda$ be the backscattering length: in a distance $dx$ a fraction $dx/\lambda$ of each flux is turned round. If both streams keep the mean speed $v_{\rm inj}$, then

$$\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.$$

The net flux $F=F_+-F_-$ is constant, so $F_+(L)=F_+(0)-FL/\lambda$. For injection from the source alone, $F_-(L)=0$ and $F_+(L)=F$. Hence $F(1+L/\lambda)=F_+(0)$, and the transmission is

$$\mathcal T=\frac{F}{F_+(0)}=\frac{\lambda}{\lambda+L}.$$

Injection from the drain is transmitted equally. Near equilibrium the two injected fluxes are $nv_{\rm inj}/2$ and $(nv_{\rm inj}/2)e^{-u}$, so the current (4), and with it the apparent mobility, is multiplied by $\mathcal T$.

The length $\lambda$ follows from the long-channel mobility. The density is $(F_++F_-)/v_{\rm inj}$, and its gradient is $-2F/(\lambda v_{\rm inj})$. Comparison with $F=-D\,dn/dx$ gives $D=v_{\rm inj}\lambda/2$, and the Einstein relation yields

$$\mu_{\rm bulk}=\frac{D}{kT/q}=\frac{v_{\rm inj}\lambda}{2kT/q}=\mu_B\frac{\lambda}{L}.$$

Therefore

$$\frac1{\mu_{\rm app}}=\frac{1}{\mathcal T\mu_B}=\frac{1}{\mu_B}\left(1+\frac L\lambda\right)=\frac1{\mu_B}+\frac1{\mu_{\rm bulk}}. \tag{8}$$

For $L\ll\lambda$ this returns the ballistic value, and for $L\gg\lambda$ the material's own mobility. The ballistic value (5) has the same form as $\mu_{\rm bulk}=v_{\rm inj}\lambda/(2kT/q)$, with the channel length $L$ in place of the backscattering length $\lambda$. Equation (8) is exact for the two-flux equations, which are themselves an approximation to the full angular distribution.

Take a rough long-channel mobility of 100 cm²/Vs. Then $\lambda=100\times0.051704/(7.6\times10^6)$ cm $=6.80$ nm, and $\mathcal T=6.80/26.80=0.254$. The apparent mobility falls to 75 cm²/Vs. This figure belongs to a flat channel and to the two-flux equations; the full spread of speeds and angles, at a constant scattering time and the same long-channel mobility, lowers it by a few percent. It is rough for a second reason: $\lambda$ is comparable with the thermal wavelength $h/\sqrt{2\pi mkT}\approx6.1$ nm, so the classical picture of free flights between collisions is only marginal. If the potential barrier drops away from its top within the channel, the density is higher elsewhere, most of the resistance due to scattering arises near the top, and the mobility is reduced less.

### Contact resistance

If a total resistance $2R_c$ (times width) lies in series with the channel and $V$ is the full applied bias, the resistances add. In units of $R_B$, at $n=10^{12}$ cm⁻² and with a rough $2R_c=1000$ Ω µm, the sum is

$$1+\frac L\lambda+\frac{2R_c}{R_B}=1+2.94+2.36=6.30 .$$

The mobility extracted from the whole device is $294/6.30\approx47$ cm²/Vs. With contacts but no scattering it would be $294/3.36\approx88$ cm²/Vs.

Here $2R_c$ must exclude the ballistic resistance. For the two-flux equations, extrapolating the total resistance to $L=0$ at fixed density gives $R_B+2R_c$. With the full spread of speeds and angles the resistance is not exactly linear in $L$, and the intercept taken from channels longer than $\lambda$ is somewhat larger. A contact resistance obtained in that way already contains $R_B$, which must not be counted twice.

### Tunnelling

Quantum motion lets some electrons through below the barrier top and reflects some above it. To size the effect, take a parabolic barrier that falls by $U=0.15$ eV over half the channel. From $U=\tfrac12m\omega^2(L/2)^2$, $\omega=\sqrt{8U/m}/L$, and $\hbar\omega=21.4$ meV. The standard transmission of such a barrier, taken here as given, is $1/(1+e^{-2\pi E/\hbar\omega})$ at energy $E$ from its top. With $t=E/kT$, $a=2\pi kT/\hbar\omega$ and $y=e^{-at}$, the thermal current changes by the factor

$$\int_{-\infty}^{\infty}\frac{e^{-t}dt}{1+e^{-at}}
=\frac1a\int_0^\infty\frac{y^{1/a-1}}{1+y}dy
=\frac{\pi/a}{\sin(\pi/a)} .$$

The integral converges for $a>1$, that is $\hbar\omega<2\pi kT$. Since $\pi/a=\hbar\omega/2kT=0.413$, the factor is 1.029. This 3% increase refers to the current at fixed barrier height. Quantum motion also raises the density at the top of the same parabola, by the standard factor $\sqrt{b/\sin b}=1.060$ with $b=\hbar\omega/kT=0.826$, a form valid for $b<\pi$. At fixed density, as in the definition of $\mu$, the mobility therefore falls by about 3%. Both factors assume nondegenerate filling at all energies. With $10^{12}$ cm⁻² at the top, the Fermi level lies about $3.5\,kT$ above the foot of this barrier, so they are estimates, and they become less accurate at higher density. Either change is small beside the effects of scattering and contacts found above.

## The numbers beside a real channel

A mass near half the free-electron mass, with two spins and two valleys, is roughly the case of electrons in monolayer MoS₂. Threefold symmetry makes the mass at its conduction valleys isotropic to quadratic order. The small spin splitting and the higher valleys have been left out. A room-temperature mobility of order 100 cm²/Vs is a reasonable rough figure for good samples, while a total contact resistance of 1000 Ω µm is optimistic at a density as low as $10^{12}$ cm⁻². Such a device clearly breaks the assumption that no electron scatters, and its contacts are not ideal either. For a flat channel, scattering alone takes the model's value from 294 to about 75 cm²/Vs, and the contacts lower it further, to about 47; the shape of the barrier in a real device changes these figures. The ballistic figure is thus a limit set by length, velocity and temperature under the stated conditions, not a forecast of a measurement.

## Table of computed values

```
channel length: 20 nm
temperature: 300 K
injection velocity, given: 7.60e+06 cm/s
injection velocity, momentum sum: 7.6000e+06 cm/s
implied effective mass: 0.501 free-electron masses
thermal voltage kT/q: 25.852 mV
twice thermal voltage: 51.704 mV
velocity times length: 15.20 cm2/s
ballistic mobility, formula: 293.98 cm2/Vs
ballistic mobility, formula: 0.02940 m2/Vs
ballistic mobility, momentum sum: 293.98 cm2/Vs
wrong value using kT/q: 588.0 cm2/Vs
bias 10 mV: factor 0.9877, mobility 290.4 cm2/Vs
bias 50 mV: factor 0.7729, mobility 227.2 cm2/Vs
density scale N_2D: 1.082e+13 cm^-2
density 1e+12 cm^-2: eta -2.335
  mobility factor 0.9812, mobility 288.4 cm2/Vs
  velocity factor 1.0136, velocity 7.70e+06 cm/s
density 1e+13 cm^-2: eta 0.418
  mobility factor 0.8367, mobility 246.0 cm2/Vs
  velocity factor 1.1393, velocity 8.66e+06 cm/s
rough long-channel mobility: 100 cm2/Vs
backscattering length: 6.80 nm
transmission: 0.254
mobility with scattering: 74.6 cm2/Vs
ballistic resistance at 1e12 cm^-2: 424.6 ohm um
rough total contact resistance: 1000 ohm um
mobility with contacts only: 87.6 cm2/Vs
mobility with scattering and contacts: 46.7 cm2/Vs
rough barrier height: 0.15 eV
barrier quantum hbar omega: 21.4 meV
tunnelling current factor: 1.0290
temperature of use: 358 K
injection velocity when hot: 8.30e+06 cm/s
ballistic mobility when hot: 269.1 cm2/Vs
```
